Shadow-band weights of a chain with staggered site energies

**Problem**

A chain has one orthonormal orbital |n> per site, site spacing a and nearest-neighbour hopping −t with t > 0. The site energies alternate: +Δ on even sites and −Δ on odd sites, with Δ real and nonzero. The Hamiltonian is H = T + V, where

T = −t Σₙ (|n+1><n| + |n><n+1|),  V = Δ Σₙ (−1)ⁿ |n><n|.

The alternation doubles the period to 2a, and the zone boundary moves from ka = ±π to ka = ±π/2. To compare the bands with those of the uniform chain, they are unfolded: each band is given a weight at every k of the original zone, −π < ka ≤ π. This weight is the squared overlap of the plane wave

|k> = N^(−1/2) Σₙ exp(ikna) |n>

with the eigenstates of the band, summed over degenerate states. The chain is closed into a ring of N sites, with N a multiple of 4 so that ka = π/2 is an allowed value, and N is taken to infinity in zone averages.

For weak alternation most of the weight at a general k lies in one band, the main band. The small remainder in the other band is the shadow weight S(k).

(a) Find the weights in both bands, and find how S(k) fades away from the new zone boundary.

(b) For t = 1 eV, Δ is reduced from 0.2 eV to 0.1 eV. By what factor does the zone average of S(k) fall?

**A tempting solution**

The uniform chain has the band e_k = −2t cos(ka). Put Q = π/a. Since (−1)ⁿ = exp(iQna), the staggered potential couples |k> to |k+Q> with matrix element Δ. The energy of the second wave is

e_{k+Q} = −2t cos(ka + π) = −e_k.

To first order in Δ, the eigenstate that grows out of |k+Q> is

|k+Q> + [Δ/(e_{k+Q} − e_k)] |k> = |k+Q> − [Δ/(2e_k)] |k>.

The weight of |k> in this state is the shadow weight:

S(k) ≈ Δ²/(4e_k²).

This is Δ² times a function of k that does not contain Δ. The zone average is therefore proportional to Δ² as well, and halving Δ divides it by 4.

**Where it fails**

The first-order amplitude is correct where it is small, that is, where |Δ| << 2|e_k|. At ka = ±π/2, however, e_k = 0. The two coupled waves are then degenerate, and the estimate is infinite although no weight can exceed 1.

This might seem harmless, since it concerns only a small part of the zone. But the average in (b) includes that part. At a small distance q from the boundary, |e_k| = 2t sin(|q|a) ≈ 2t|q|a, so the estimate behaves as

Δ²/(16t²q²a²),

and its integral over q diverges at q = 0. The "function of k that does not contain Δ" has no finite average, so the argument for the factor 4 collapses. The degenerate region needs a treatment that does not expand in Δ/e_k.

**Solution of (a)**

The action of H on the plane waves is needed first. In T|k>, the amplitude on site n comes from its two neighbours:

−t [exp(ik(n−1)a) + exp(ik(n+1)a)] = −2t cos(ka) exp(ikna).

Hence T|k> = e_k|k>. The potential gives V|k> = Δ|k+Q>. It also gives V|k+Q> = Δ|k+2Q> = Δ|k>, because exp(2iQna) = exp(2πin) = 1. With e_{k+Q} = −e_k,

H|k> = e_k|k> + Δ|k+Q>,
H|k+Q> = Δ|k> − e_k|k+Q>.

The two waves thus form a closed pair. Applying H once more to the first line,

H²|k> = e_k (e_k|k> + Δ|k+Q>) + Δ (Δ|k> − e_k|k+Q>)
= (e_k² + Δ²)|k>.

The terms in |k+Q> cancel because the two uniform-chain energies are opposite. The same calculation for |k+Q> gives the same factor. Within the pair, then, H² = E_k² with

E_k = √(e_k² + Δ²),

and each eigenvalue of H is +E_k or −E_k. The trace of H in the pair is e_k − e_k = 0, so each sign occurs once. These are the two bands.

The operators

P± = (1 ± H/E_k)/2

project on them within the pair: P₊ gives 1 on the state with energy +E_k and 0 on the state with energy −E_k, and P₋ does the reverse. Eigenstates built from other pairs have no overlap with |k>, even when they have the same energy. The weights are therefore W±(k) = <k|P±|k>. Since <k|k+Q> = 0, the first line for H gives <k|H|k> = e_k, and

W±(k) = (1 ± e_k/E_k)/2.

The larger weight belongs to the band whose energy has the sign of e_k. The shadow has the other sign, and its weight is

S(k) = (1 − |e_k|/E_k)/2 = (E_k − |e_k|)/(2E_k).

Multiplying numerator and denominator by E_k + |e_k|, and using E_k² − e_k² = Δ², gives

S(k) = Δ² / [2E_k (E_k + |e_k|)].

For |e_k| >> |Δ|, E_k may be replaced by |e_k|. The denominator becomes 4e_k², and the perturbative law is recovered:

S(k) ≈ Δ²/(4e_k²).

The shadow energy is then close to −e_k = e_{k+Q}, so the shadow is a faint copy of the uniform band displaced by Q.

The quality of the estimate follows from its ratio to the full result:

[Δ²/(4e_k²)] / S(k) = E_k (E_k + |e_k|)/(2e_k²).

This exceeds 1 because E_k > |e_k|, so the estimate is always too large in this model. For small x = |Δ/e_k|, E_k ≈ |e_k|(1 + x²/2), and the ratio is about (1 + x²/2)(1 + x²/4) ≈ 1 + 3x²/4.

Three limits show what "fading" means here.

- At the new boundary e_k = 0, both weights are 1/2, and neither band can be called the shadow. The bands are separated by 2|Δ|.
- S falls as |e_k| grows, but |e_k| cannot exceed 2t. The shadow is therefore weakest at ka = 0 and ka = π, where for |Δ| << 2t it is about Δ²/(16t²). It does not vanish.
- For |Δ| >> 2t, e_k/E_k is small at every k, and both weights are close to 1/2 throughout the zone. Distance from the boundary then does not help; the fading law requires |Δ| << 2t as well.

**The same weights from a two-site cell**

A supercell calculation delivers coefficients c_A and c_B, with |c_A|² + |c_B|² = 1, at a wave number K of the reduced zone. Let the amplitudes be √(2/N) c_A exp(2iKma) on site 2m and √(2/N) c_B exp(2iKma) on site 2m+1. If k differs from K by a multiple of π/a, then exp(−2ikma) = exp(−2iKma), and each of the N/2 cells contributes equally to the overlap:

<k|ψ> = N^(−1/2) √(2/N) (N/2) [c_A + exp(−ika) c_B]
= [c_A + exp(−ika) c_B]/√2.

The unfolded weight is |c_A + exp(−ika) c_B|²/2. Replacing k by k+Q reverses the sign of the second term, so the cross terms cancel in the sum of the two weights, which is |c_A|² + |c_B|² = 1. What a band lacks at k it has at k+Q. Expanding the square, the weight is 1/2 + Re[c_A* exp(−ika) c_B], so the share depends both on the product |c_A||c_B| and on the relative phase of the two sites, which must be kept. In this chain the equation on site 2m reads Δ c_A − t(1 + exp(−2ika)) c_B = E c_A. Since −t(1 + exp(−2ika)) = e_k exp(−ika), it gives exp(−ika) c_B = [(E − Δ)/e_k] c_A for e_k ≠ 0, a real ratio. The weight is then 1/2 ± |c_A||c_B|: the phase selects which of k and k+Q receives the larger share, and the magnitudes fix its size. Comparison with W± gives |c_A||c_B| = |e_k|/(2E_k).

**Solution of (b)**

Let θ = ka. S depends on |cos θ|, which has period π and is symmetric about θ = π/2, so the zone average equals the average over 0 < θ < π/2:

<S> = 1/2 − (1/π) I,

I = ∫₀^{π/2} 2t cos θ / √(4t² cos²θ + Δ²) dθ.

Substitute s = sin θ, so that ds = cos θ dθ and cos²θ = 1 − s²:

I = ∫₀¹ 2t / √(4t² + Δ² − 4t²s²) ds = arcsin[2t/√(4t² + Δ²)].

In a right triangle with legs 2t and |Δ|, this is the angle opposite the leg 2t, so I = arctan(2t/|Δ|). The other acute angle is π/2 − I = arctan(|Δ|/2t), and therefore

<S> = (1/π) arctan(|Δ|/2t).

For |Δ| << 2t this is |Δ|/(2πt), which is linear in |Δ|. With t = 1 eV,

Δ = 0.2 eV: <S> = arctan(0.10)/π = 0.03173,
Δ = 0.1 eV: <S> = arctan(0.05)/π = 0.01590.

The average falls by a factor of 1.995, close to 2 and not to 4.

The linear law comes from the region that the tempting solution mishandled. Near one boundary put y = 2tqa/|Δ|, so that |e_k| ≈ |Δ||y| and

S ≈ (1 − |y|/√(1 + y²))/2.

The integral of this over all y is

∫₀^∞ (1 − y/√(1 + y²)) dy = [y − √(1 + y²)]₀^∞ = 0 − (−1) = 1.

Since d(qa) = (|Δ|/2t) dy, each boundary contributes |Δ|/(2t) to the integral over ka. The two boundaries, divided by the zone length 2π, give |Δ|/(2πt), the whole linear term. The part with |y| < 1, where |e_k| < |Δ|, supplies 2 − √2 ≈ 0.59 of it. Weakening the potential leaves S = 1/2 at the boundary but narrows the mixed region in proportion to |Δ|.

**Numbers along the band**

For t = 1 eV and Δ = 0.2 eV, take ka = π/3. Then e_k = −1 eV, E_k = √(1 + 0.04) = 1.0198 eV, and the shadow is in the upper band:

S = (1 − 1/1.0198)/2 = 0.0097.

The estimate is 0.04/4 = 0.0100, which is 3% above S. Other points compare as follows:

- ka = 0: S = 0.00248, estimate 0.00250, 0.75% above S.
- ka = 0.40π: S = 0.0243, estimate 0.0262, 8% above S.
- ka = 0.45π: S = 0.079, estimate 0.102, 30% above S.
- ka = 0.50π: both weights are 0.5, the estimate diverges, and the gap is 0.4 eV.

The condition |e_k| = |Δ| is met at sin(qa) = |Δ|/(2t) = 0.1, or qa = 0.100, which is 0.032π from the boundary. There S = (1 − 1/√2)/2 = 0.146.

At fixed k far from the boundary, the quadratic law does hold. Halving Δ at k = 0 lowers S from 0.002481 to 0.000624, a factor of 3.98. The factor 4 of the tempting solution thus describes the shadow at such a k, while the zone average follows the width of the mixed region. The numerical check obtains the weights both from a ring diagonalized in real space and from the two-site cell.

Computed values

```
hopping t = 1.000 eV, stagger Delta = 0.200 eV
ring length = 240 sites
Table: energies in eV, weights dimensionless
ka/pi     e_k      E_k     W_plus   W_minus   shadow   D^2/(4e^2)  estimate/shadow
0.000  -2.0000   2.0100  0.002481  0.997519  0.002481   0.002500     1.0075
0.250  -1.4142   1.4283  0.004926  0.995074  0.004926   0.005000     1.0150
0.333  -1.0000   1.0198  0.009710  0.990290  0.009710   0.010000     1.0299
0.400  -0.6180   0.6496  0.024289  0.975711  0.024289   0.026180     1.0779
0.450  -0.3129   0.3713  0.078720  0.921280  0.078720   0.102159     1.2977
0.750   1.4142   1.4283  0.995074  0.004926  0.004926   0.005000     1.0150
1.000   2.0000   2.0100  0.997519  0.002481  0.002481   0.002500     1.0075
at ka/pi = 0.500: W_plus = 0.500000, W_minus = 0.500000
gap at the new zone boundary = 0.4000 eV
mixed region edge: distance q*a = 0.10017 rad = 0.03188 pi
shadow weight at that edge = 0.146447
shadow at k = 0 with Delta = 0.100 eV: 0.000624
shadow ratio at k = 0 on halving Delta = 3.9777
zone-averaged shadow, Delta = 0.200 eV: 0.031726
zone-averaged shadow, Delta = 0.100 eV: 0.015902
ratio of zone averages on halving Delta = 1.9950
```
